Holstein's equation and the escape factor of its fundamental mode

## I. The integral equation and its kernel

In a gas that absorbs its own resonance line, the density n(r,t) of atoms in the resonance level obeys

∂n/∂t = −A n + A ∫ G(|r−r′|) n(r′,t) d³r′ − Q n + S,     (1)

where A is the spontaneous emission rate of a free atom, Q the rate of quenching without a photon, and S the excitation rate per volume. The kernel is

G(ρ) = −(1/4πρ²) dT/dρ,  T(ρ) = ∫ φ(ν) e^{−k(ν)ρ} dν.     (2)

Here φ is the line profile, with ∫φ dν = 1, k is the absorption coefficient, and T(ρ) is the probability that an emitted photon travels at least a distance ρ. Equation (1) is Holstein's equation. Its slowest spatial mode decays at the rate

Γ₀ = g₀A + Q,  g₀ = 1 − λ₀,     (3)

where λ₀ is the largest eigenvalue of the integral operator in (1). The escape factor g₀ replaces A by g₀A for this mode. Higher modes have larger factors, and a driven plasma has an effective factor that depends on where the excitation is produced. The emission rate of each individual atom remains A.

The assumptions are these. The ground-state density N is uniform, and the excited fraction is so small that depletion of the ground state and stimulated emission are negligible. Atoms re-emit isotropically with the profile φ, whatever the frequency and direction of the absorbed photon; this is complete frequency redistribution. Photon flights take no time, and an excited atom does not move appreciably before it emits. The gas fills a convex region, so that a straight line between two atoms stays inside it, and photons reaching the wall are lost.

The strength of absorption follows from A by detailed balance. Let the gas be immersed in black-body radiation of temperature Θᵣ, with mean photon number per radiation mode

n̄ᵣ = 1/(e^y − 1),  y = hν₀/(k_BΘᵣ),

where ν₀ = c/λ is the line frequency. There are 8πν²/c³ modes per volume and per frequency interval, counting both polarizations. Multiplication by c and by n̄ᵣ gives the photon flux summed over directions, 8πn̄ᵣ/λ². It is nearly constant across a narrow line. If σ(ν) is the absorption cross-section and Σ = ∫σ dν, a ground-state atom is excited at the rate 8πn̄ᵣΣ/λ². An excited atom emits at the rate A(1+n̄ᵣ), the second term being stimulated emission. In equilibrium the two total rates agree:

N (8πn̄ᵣΣ/λ²) = n A (1+n̄ᵣ).

With w the ratio of the upper to the lower statistical weight, the Boltzmann law gives n/N = w e^{−y}. The definition of n̄ᵣ gives e^{−y} = n̄ᵣ/(1+n̄ᵣ). Therefore

Σ = (λ²/8πn̄ᵣ) · w[n̄ᵣ/(1+n̄ᵣ)] · A(1+n̄ᵣ) = wλ²A/(8π).     (4)

The radiation temperature has cancelled, as it must for an atomic property. Emission and absorption have the same profile under the present assumptions, so σ = Σφ and

k(ν) = Nσ(ν) = (wλ²AN/8π) φ(ν).     (5)

For a gas of atomic mass M at temperature Θ, let v₀ = √(2k_BΘ/M). The velocity component along a chosen direction, divided by v₀, has the distribution e^{−u²}/√π. An atom with component uv₀ is resonant at a frequency displaced by uv₀/λ. If the natural width is neglected, the detuning x = (ν−ν₀)/Δ, measured in the Doppler width Δ = v₀/λ, has the same distribution. Thus

φ(ν) = e^{−x²}/(√πΔ),  k(ν) = k₀e^{−x²},

k₀ = wλ²AN/(8π^{3/2}Δ) = wλ³AN/(8π^{3/2}v₀).     (6)

The kernel can now be built photon by photon. In a volume d³r′ around r′, A n(r′)d³r′ photons are emitted per unit time. A fraction φ dν lies in the interval dν. At distance ρ these photons are spread over the area 4πρ², and a fraction e^{−kρ} has survived. A small volume of cross-section dA⊥ and thickness dl intercepts the fraction dA⊥/(4πρ²) and absorbs k dl of what it intercepts. Since dA⊥dl = d³r, the excitation rate there is

A n(r′)d³r′ · [∫φk e^{−kρ}dν/(4πρ²)] · d³r.

Differentiation of T gives dT/dρ = −∫φk e^{−kρ}dν, so the bracket is the G of (2). Integration over all sources gives the gain term of (1). Emission removes n at the rate A, quenching removes it at the rate Q, and the plasma supplies S. This accounts for every term and sign.

The kernel is positive and depends on the distance alone, hence it is symmetric in r and r′. Over unbounded space it has unit weight:

∫G d³r = ∫₀^∞ 4πρ²G dρ = T(0) − T(∞) = 1.

In an infinite gas a uniform excitation would therefore not decay by radiation at all, since each emitted photon is eventually absorbed. Loss arises because the integral in (1) extends over the vessel only.

If absorption were the same for all emitted frequencies, T would be e^{−kρ}, and the mean-square flight length would be

∫₀^∞ ρ² k e^{−kρ}dρ = 2/k².

For a density varying slowly over 1/k, expansion of n(r′) about r and averaging over directions would give

∫G n(r′)d³r′ − n(r) ≈ (1/6)(2/k²)∇²n.

The radiation would then diffuse with coefficient D = A/(3k²). A Doppler line behaves differently. With ρ̂ = k₀ρ, symmetry in x gives

T = (2/√π)∫₀^∞ e^{−x²} exp(−ρ̂e^{−x²})dx.

Put s = ρ̂e^{−x²}. Then x = √ln(ρ̂/s) and |dx| = ds/(2sx), while e^{−x²} = s/ρ̂. Hence

T = [1/(√πρ̂)] ∫₀^{ρ̂} e^{−s} ds/√(ln ρ̂ − ln s).     (7)

For large ρ̂ the factor e^{−s} selects values of s of order one. The average of ln s with weight e^{−s} is −γ, where γ is Euler's constant, and its variance is π²/6. Write ℓ = ln ρ̂ + γ and δ = ln s + γ. The square root in (7) becomes √(ℓ−δ), and

(ℓ−δ)^{−1/2} = ℓ^{−1/2}[1 + δ/(2ℓ) + 3δ²/(8ℓ²) + …].

The term linear in δ averages to zero, leaving

T(ρ) ≈ [1 + π²/(16ℓ²)] / [ρ̂√(πℓ)].     (8)

At ρ̂ = 10⁶, ℓ is 14.4 and the correction in the first bracket is 0.3%. Numerical integration of the definition gives a T larger than 1/[ρ̂√(πℓ)] by a factor 1.0028, in agreement.

This slow decrease has a clear origin. Most photons are emitted near line centre and are soon absorbed, but a photon emitted where k(ν)ρ is about one can cross the distance ρ. The mean-square flight length up to a cutoff R follows by partial integration:

∫₀^R ρ²(−dT/dρ)dρ = −R²T(R) + 2∫₀^R ρT dρ.

At large R the two terms on the right approach −R/[k₀√(π ln k₀R)] and twice the same magnitude with positive sign. Their sum grows without limit as R/[k₀√(π ln k₀R)]. There is consequently no finite diffusion coefficient for the infinite Doppler medium. In a vessel, flights as long as the vessel itself matter, and the integral equation has to be retained.

Consider now a gap 0 < z < L between two wide parallel walls, with n depending on z alone. The kernel between planes separated by s is obtained by integrating G over the radius R in the source plane. Since ρ² = R² + s², R dR = ρ dρ, and

K(s) = ∫₀^∞ 2πR G dR
     = ½∫φk dν ∫_s^∞ (e^{−kρ}/ρ)dρ
     = ½∫φ(ν)k(ν)E₁(k(ν)s)dν.     (9)

Here s = |z−z′|. The exponential integrals are defined by

E_m(t) = ∫₁^∞ e^{−tu}u^{−m}du.

For m = 1 the substitution ρ = su produces exactly the inner integral in (9). Differentiation under the integral sign gives E_{m+1}′ = −E_m, and for m > 1 the value at zero is E_m(0) = 1/(m−1). The kernel has a logarithmic singularity at s = 0, which is integrable.

A photon emitted at z is absorbed somewhere in the gap with probability ∫₀^L K dz′. On a side where the wall is at distance d,

∫₀^d kE₁(ks)ds = 1 − E₂(kd).

Adding the two sides, with the factor ½ from (9), gives the local escape probability

η(z) = 1 − ∫₀^L K(|z−z′|)dz′
     = ½∫φ[E₂(kz) + E₂(k(L−z))]dν.     (10)

The same result follows from the directions of emission. Towards the wall at distance z, a photon making an angle with direction cosine μ travels z/μ. The chance of escape through that wall at fixed frequency is ½∫₀¹e^{−kz/μ}dμ, which becomes ½E₂(kz) with u = 1/μ. At a wall, η is at least ½, because half the photons start outward. In the middle of a thick gas it is small.

For a uniform population the average escape probability is P_u = (1/L)∫₀^Lη dz. Each of the two terms in (10) contributes equally, and ∫₀^LE₂(kz)dz = [½−E₃(kL)]/k. Thus

P_u = (1/L)∫φ [½ − E₃(kL)]/k dν.     (11)

As kL tends to zero, ½−E₃(kL) tends to kL and P_u tends to one. Trapping then disappears, as it should.

For numerical work it is useful to integrate the kernel analytically over cells, which removes its singularity. Define

F(s) = ∫ [φ/(2k)] [E₃(ks) − ½ + ks]dν.     (12)

Then F(0) = 0. Its first derivative is ½∫φ[1−E₂(ks)]dν, which also vanishes at s = 0, and its second derivative is K(s). Divide the gap into cells of width h. For cells whose indices differ by m ≥ 1, two integrations give the cell-averaged kernel

M_m = [F((m+1)h) − 2F(mh) + F((m−1)h)]/h.     (13)

For a cell acting on itself, pairs of points separated by s occur with weight 2(h−s), so that

M₀ = (2/h)∫₀^h (h−s)K(s)ds = 2F(h)/h.

The last equality follows by partial integration: the boundary term (h−s)F′ vanishes at both ends, leaving ∫₀^hF′ds = F(h). The matrix with elements M_{|i−j|} is symmetric. It represents the integral operator restricted to densities that are constant within each cell.

## II. The fundamental mode, its decay and a plasma example

The first half gives the following for a gap of width L. The excited density n obeys ∂n/∂t = −A(1−K)n − Qn + S, where K also denotes the operator (Kn)(z) = ∫₀^LK(|z−z′|)n(z′)dz′. A is the free-atom emission rate, Q the quenching rate and S the source. The kernel is positive and symmetric; η(z) = 1 − ∫₀^LK dz′ is the local escape probability and P_u its average over the gap. For a Doppler line the absorption coefficient is k₀e^{−x²}, with x the detuning in Doppler widths Δ = v₀/λ.

Without a source, insert n = ψ(z)e^{−Γt}. This gives

Γψ = A(ψ−Kψ) + Qψ.

Hence, if Kψ_j = λ_jψ_j,

Γ_j = g_jA + Q,  g_j = 1−λ_j.     (14)

Because K is symmetric, its eigenvalues are real and (λ_i−λ_j)∫ψ_iψ_jdz = 0, so modes with different eigenvalues are orthogonal. Its square is integrable over the finite gap, since the singularity is logarithmic. The spectral theorem for such operators provides a complete set of modes. With ∫ψ_j²dz = 1,

n(z,t) = Σ_j c_jψ_j(z)e^{−(g_jA+Q)t},  c_j = ∫ψ_j(z)n(z,0)dz.     (15)

The largest eigenvalue is the maximum of the Rayleigh quotient ∫∫fKf dz dz′/∫f²dz. If f had both signs, replacing it by |f| would leave the denominator unchanged and increase the numerator, because K is positive between all points. The top mode therefore has one sign. Two such modes could not be orthogonal, so it is unique. Choose ψ₀ > 0, integrate λ₀ψ₀ = Kψ₀ over z, and use the symmetry of K:

λ₀∫ψ₀dz = ∫(1−η)ψ₀dz.

Thus

g₀ = ∫ηψ₀dz / ∫ψ₀dz.     (16)

The escape factor is the single-flight escape probability averaged over the fundamental mode. Since η is positive, g₀ is positive. Inserting the constant trial function into the Rayleigh quotient gives λ₀ ≥ 1−P_u, and hence

g₀ ≤ P_u.     (17)

The fundamental mode avoids the walls, where escape is easy; a uniform population does not.

The decay law can also be read from the history of one excitation. Let its starting point be distributed as ψ₀, and set Q = 0. One emission and flight leaves it in the gas with probability λ₀. Among survivors the distribution is again ψ₀, because Kψ₀ = λ₀ψ₀. Successive waiting times are exponential with rate A, so the number m of emissions in time t is Poisson distributed as long as the excitation is followed. The survival probability is

e^{−At}Σ_m (At)^mλ₀^m/m! = e^{−At}e^{λ₀At} = e^{−g₀At}.     (18)

On average 1/g₀ emissions occur before escape, counting the last one. Each takes the ordinary lifetime 1/A. This is the meaning of the renormalization: the atom radiates at its usual rate, but most emissions merely transfer the excitation.

A steadily driven plasma contains all modes that its source excites. For uniform S and Q = 0, define an effective factor from the mean density n̄ by g_ss = S/(A n̄). Let b_j = L^{−1/2}∫ψ_jdz be the expansion coefficients of the normalized constant function, so that Σb_j² = 1. The steady equation A(1−K)n = S then gives

1/g_ss = Σ_j b_j²/g_j,  P_u = Σ_j b_j²g_j.     (19)

The first expression is a weighted harmonic mean and the second an arithmetic mean with the same weights. Therefore g₀ ≤ g_ss ≤ P_u. Integrating the steady equation, now with Q included, gives the particle balance

SL = A∫ηn dz + Q∫n dz.     (20)

The first term on the right counts escaping photons. Without quenching it equals SL whatever the optical depth. Trapping then raises the stored excitation and leaves the radiated power unchanged at fixed S. With quenching, the longer storage gives collisions more time to compete.

The numerical example is the argon resonance line near 107 nm in a low-pressure etch reactor. The inputs are rough typical values: 5 mTorr, 400 K, a gap of 5 cm, atomic mass 40 u, w = 3 and A = 1.2×10⁸ s⁻¹. The ideal-gas density is N = 1.207×10¹⁴ cm⁻³ and v₀ = 408 m/s. In SI units, equation (6) gives

k₀ = 3(1.07×10⁻⁷)³(1.2×10⁸)(1.207×10²⁰)/(8π^{3/2}×407.8)
   = 2.93×10³ m⁻¹ = 29.3 cm⁻¹.

The optical depth is k₀L = 146.5. Diagonalization of the cell-averaged kernel with 1200 cells gives

g₀ = 0.00365,  g₁ = 0.00948,  g₂ = 0.01582.

With 400 cells g₀ is 0.00366. Equation (16), with η computed separately from (10), returns 0.00365. A photon simulation provides a test that does not use the kernel. It drew Doppler frequencies, isotropic directions and exponentially distributed optical paths for 20,000 photons over 1000 successive flights. Each escaped photon was replaced by a copy of a survivor, and the first 300 flights were discarded. The escaping fraction per flight was 0.00364 ± 0.00001, where the uncertainty is a statistical estimate from batches of flights. It neglects correlations between batches and may be somewhat too small.

The fundamental rate and lifetime, before quenching, are therefore

g₀A = 4.38×10⁵ s⁻¹,  1/(g₀A) = 2.28 μs.     (21)

The free-atom lifetime is 8.33 ns, and 1/g₀ is about 274 emissions. The mode is 1.41 times its mean at the centre, and its value in the outermost of the 1200 cells is 0.054 of the central value.

An initially uniform population shows why the early decay must not be identified with g₀A. Its escape probability is P_u = 0.00942, so its initial rate is 1.13×10⁶ s⁻¹. Atoms near the walls are lost first, as η ≥ ½ at a wall implies. Direct time propagation gives an average rate of 8.2×10⁵ s⁻¹ over the first 0.1 μs, 4.6×10⁵ s⁻¹ between 1.0 and 1.1 μs, and, near 12 μs, the fundamental rate itself (4.39×10⁵ s⁻¹ on the 400-cell grid used for the propagation, 4.38×10⁵ s⁻¹ when the grid is converged). Higher modes disappear relative to the fundamental at rates of at least (g₁−g₀)A = 7.0×10⁵ s⁻¹.

At the same temperature and gap, g₀ is 0.0231 at 1 mTorr and 0.00077 at 20 mTorr. Between 5 and 20 mTorr the optical depth grows fourfold and g₀ falls by a factor of 4.7. Since k₀ is proportional to A, this nearly inverse dependence also means that, for a pure Doppler line, g₀A is much less sensitive to A than the free decay is, with N, temperature and gap held fixed. Natural wings, whose strength also grows with A, can change this.

For the steady plasma take a uniform source S = 10¹⁵ cm⁻³ s⁻¹, a round value. Without trapping or quenching, the excited density would be S/A = 8.33×10⁶ cm⁻³. With trapping the mean is 2.05×10⁹ cm⁻³, corresponding to g_ss = 0.00407. This is 11.5% above g₀, so using g₀ for this source would overestimate the mean density by 11.5% of its true value. The photon flux to each wall is SL/2 = 2.5×10¹⁵ cm⁻² s⁻¹. At 11.59 eV per photon it carries 4.64 mW/cm².

If electrons quench the level at a rough rate Q = 2×10⁴ s⁻¹, the mean density falls to 1.96×10⁹ cm⁻³. The quenched fraction is Qn̄/S = 0.039, and 96% of the excitation still escapes as photons. Without trapping, quenching at the same Q would take only Q/(A+Q), about 0.017%. For the fundamental mode Q adds 4.6% to the decay rate.

One doubt about the model concerns frequency redistribution. Natural broadening adds weak wings, measured by the Voigt parameter a = A/(4πΔ). With Δ = 3.811 GHz, a = 0.00251. If complete redistribution is retained and the Doppler profile is replaced by the Voigt profile, g₀ becomes 0.00433, an increase of 19%. But complete redistribution in the natural wings would need collisions during the excited lifetime. The resonant dipole interaction between neighbouring atoms, divided by ħA, is of order N(λ/2π)³ = 6×10⁻⁴ at the mean spacing. An impact estimate for an interaction falling as 1/r³ puts the collision rate several times higher, near 0.5% of A. Such collisions are rare within one free lifetime, although about one occurs during the whole trapped lifetime. Scattering is then nearly coherent in the frame of the moving atom, and frequency changes come mainly from the Doppler shifts on absorption and emission.

A second photon simulation, with 12,000 photons and 1000 flights, included this correlation, the natural wings and the dipole angular pattern of a J = 0→1→0 scattering. It gave g₀ = 0.00331 ± 0.00002, a decrease of 9% from the Doppler model. The correction thus has the opposite sign to the Voigt result. The simulation treats each absorbing atom as either resonant or far from resonance and drops polarization memory. One scattering of an equilibrium Voigt distribution preserved the fractions beyond |x| = 2 and |x| = 3.5 to within the 15% required of this approximation. The quoted uncertainty is statistical only. Sampling the velocity of the absorbing atom exactly, with or without polarization memory, moves g₀ to about 0.0034, a decrease of 7–8%. The result therefore supports a reduction of somewhat under ten per cent rather than a precise value.

Other corrections were sized one at a time against the dark-walled Doppler slab. Specular walls with an assumed reflectivity of 0.20 lower g₀ to 0.00330, or by 10%.

A finite chamber radius adds escape at the side. To estimate it, consider a density varying as cos qz in an infinite gas. Using the definition of E₁,

2∫₀^∞ ½kE₁(ks)cos(qs)ds = ∫₁^∞ k²du/(k²u²+q²) = (k/q)arctan(q/k),

so the corresponding escape factor is

g(q) = 1 − ∫φ(k/q)arctan(q/k)dν.     (22)

Choose q_z such that g(q_z) = g₀. For a chamber radius of 15 cm, combine it with the lateral wavenumber 2.405/(15 cm), where 2.405 is the first zero of the Bessel function J₀. Since the three-dimensional kernel is isotropic, the wavenumbers add in quadrature. The resulting estimate is a 6% increase in g₀. It is not a bound: long flights make the cosine and Bessel shapes only approximate near the walls. The eigenvalue problem for the finite cylinder itself gives g₀ = 0.00396, an increase of about 8%, so the estimate has the right size but is low.

For a uniform excited density, atomic flight to the walls would have a rate of one quarter of the mean speed times the wall area per volume, 2/L. This is 4.6×10³ s⁻¹, or 1% of g₀A. The fundamental mode is depleted at the walls, so its loss by flight is smaller still. A flight across the gap takes 2% of the free lifetime. An atom travelling for 1/A at speed v₀ covers 1% of the line-centre absorption length, and the excited fraction in the driven example is 1.7×10⁻⁵. These four effects are small here.

Real etch plasmas depart from the example most simply through the gas temperature. Dense plasmas can heat the gas well above 400 K. At fixed pressure N varies as 1/Θ and v₀ as Θ^{1/2}, so k₀ varies as Θ^{−3/2}. Doubling a uniform temperature to 800 K divides the optical depth by 2.8; interpolation between the 1 and 5 mTorr results then raises g₀ about threefold. Temperature gradients need a position-dependent absorption coefficient. In a mixture, N is the argon density alone, and absorption by molecular gases adds a loss that is not sized here. Cascades, collisional return from argon's metastable levels and its second resonance line, near 105 nm, are also omitted. The lifetime of 2.3 μs is thus the result of a uniform pure-argon model with a Doppler line, complete redistribution and dark walls, and the gas temperature must be known before it is applied to a reactor. The remaining digits are in the numerical output.

Computed results

```
Wavelength: 107 nm; A: 1.20e+08 s^-1
Upper/lower statistical weight ratio: 3
Atomic mass: 40 u
Pressure: 5.0 mTorr; T: 400 K
Gap: 5.0 cm; chamber radius: 15.0 cm
Ground density N: 1.207e+14 cm^-3
Thermal speed v0: 407.8 m/s
Doppler width v0/lambda: 3.811 GHz
Photon energy: 11.59 eV
Line-centre k0: 29.30 cm^-1
Optical depth k0 L: 146.5 (dimensionless)
Voigt parameter a: 0.00251 (dimensionless)
Long-flight T/law at k0 rho=1e6: 1.0028
Mode factors g0,g1,g2: 0.00365, 0.00948, 0.01582
Coarse-grid g0 (400 cells): 0.00366
Mode-weighted escape probability: 0.00365
Uniform escape P_u: 0.00942
Simulated first-flight escape: 0.00943
Simulated g0: 0.00364 +/- 0.00001
Mode centre/mean: 1.411
Mode edge/centre: 0.054
Free-atom lifetime: 8.33 ns
Trapped rate g0 A: 4.381e+05 s^-1
Trapped lifetime: 2.283 us
Uniform-start initial rate P_u A: 1.131e+06 s^-1
Decay rate, 0 to 0.1 us: 8.224e+05 s^-1
Decay rate, 1.0 to 1.1 us: 4.642e+05 s^-1
Decay rate, 11.9 to 12 us: 4.386e+05 s^-1
At 1 mTorr: g0=0.02314; g0 A=2.777e+06 s^-1
At 20 mTorr: g0=0.00077; g0 A=9.290e+04 s^-1
Excitation source S: 1.00e+15 cm^-3 s^-1
Untrapped density S/A: 8.333e+06 cm^-3
Trapped mean density, Q=0: 2.048e+09 cm^-3
Driven factor g_ss: 0.00407; g_ss/g0: 1.115
Photon flux per wall, Q=0: 2.499e+15 cm^-2 s^-1
Power per wall, Q=0: 4.639 mW/cm^2
Electron quenching Q: 2.00e+04 s^-1
Mean density with Q: 1.960e+09 cm^-3
Escaping photon fraction with Q: 0.9604
Untrapped photon fraction with Q: 0.999833
Voigt complete-redistribution g0: 0.00433
Voigt/Doppler g0 ratio: 1.187
Partial-redistribution g0: 0.00331 +/- 0.00002
Partial/complete Doppler ratio: 0.906
Assumed wall reflectivity: 0.20
Reflecting-wall g0: 0.00330 +/- 0.00002
Reflecting/dark-wall ratio: 0.903
Estimated lateral-escape change: 5.97 %
Atom wall-loss estimate: 4.60e+03 s^-1
Atom wall loss/(g0 A): 0.0105
Gap flight time times A: 0.0200
Atom travel v0/A times k0: 0.0100
Excited fraction: 1.70e-05
N(lambda/2pi)^3: 5.96e-04
```
